# Spin splitting and its saturation in a two-sublattice altermagnet: a program that tests the result

```python
"""Spin splitting of a two-sublattice altermagnet and its saturation.

For spin s=+1,-1:  H_s = e0 + tx*tau_x + (tz + s*J)*tau_z
  tx : inter-sublattice hopping term      tz : sublattice-odd hopping term
  J  : staggered exchange (atomic spin splitting 2J)
Result under test: same-band spin splitting
  D = 4 J |tz| / (Splus + Sminus),  Splus/minus = sqrt(tx^2 + (J +/- tz)^2),
which never decreases with J, is at most 2 min(J,|tz|), and tends to 2|tz|.
Lattice: A at (0,0), B at (1/2,1/2); hopping -t between A and B,
-ta along x and -tb along y on A, exchanged on B. Energies in eV, k in 1/a.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import k as k_boltzmann, e as charge

t, ta, tb, J0 = 0.20, 0.30, 0.0, 1.0
X = (np.pi, 0.0)
K = (0.75 * np.pi, 0.0)


def terms(kx, ky, t=t, ta=ta, tb=tb):
    """Closed-form e0, tx, tz."""
    e0 = -(ta + tb) * (np.cos(kx) + np.cos(ky))
    tx = -4 * t * np.cos(kx / 2) * np.cos(ky / 2)
    tz = -(ta - tb) * (np.cos(kx) - np.cos(ky))
    return e0, tx, tz


def split_formula(tx, tz, J):
    return 4 * J * abs(tz) / (np.hypot(tx, J + tz) + np.hypot(tx, J - tz))


def bloch(k, s, J):
    """2x2 Bloch matrix summed bond by bond."""
    bonds = [(0, 0, 1, 0, ta), (0, 0, 0, 1, tb),
             (1, 1, 1, 0, tb), (1, 1, 0, 1, ta)]
    bonds += [(0, 1, x, y, t) for x in (-.5, .5) for y in (-.5, .5)]
    h = np.diag([s * J, -s * J]).astype(complex)
    for i, j, dx, dy, amp in bonds:
        z = amp * np.exp(1j * (k[0] * dx + k[1] * dy))
        h[i, j] -= z
        h[j, i] -= np.conj(z)
    return h


def split_diag(k, J):
    up = np.linalg.eigvalsh(bloch(k, 1, J))
    dn = np.linalg.eigvalsh(bloch(k, -1, J))
    d = abs(up - dn)
    assert abs(d[0] - d[1]) < 1e-11      # both bands split equally
    return d[0]


# Spectrum of a finite periodic lattice in real space against closed form
def real_space(L, s, J, t, ta, tb):
    h = np.zeros((2 * L * L, 2 * L * L))

    def site(x, y, sub):
        return 2 * ((x % L) * L + y % L) + sub

    def hop(i, j, amp):
        h[i, j] -= amp
        h[j, i] -= amp
    for x in range(L):
        for y in range(L):
            a, b = site(x, y, 0), site(x, y, 1)
            h[a, a] += s * J
            h[b, b] -= s * J
            hop(a, site(x + 1, y, 0), ta)
            hop(a, site(x, y + 1, 0), tb)
            hop(b, site(x + 1, y, 1), tb)
            hop(b, site(x, y + 1, 1), ta)
            for dx in (0, -1):
                for dy in (0, -1):
                    hop(a, site(x + dx, y + dy, 1), t)
    return np.linalg.eigvalsh(h)


L = 6
q = 2 * np.pi * np.arange(L) / L
QX, QY = np.meshgrid(q, q)
for pars in ((t, ta, tb), (0.31, 0.17, -0.08)):
    for J in (0.2, 1.0):
        for s in (1, -1):
            e0, tx, tz = terms(QX, QY, *pars)
            S = np.hypot(tx, tz + s * J)
            closed = np.sort(np.concatenate([(e0 + S).ravel(),
                                             (e0 - S).ravel()]))
            assert np.allclose(real_space(L, s, J, *pars), closed, atol=1e-10)

# Splitting, bound, monotonic growth and d-wave symmetry at random momenta
rng = np.random.default_rng(4)
for _ in range(40):
    k = rng.uniform(-np.pi, np.pi, 2)
    e0, tx, tz = terms(*k)
    previous = 0.0
    for J in (0.05, 0.2, 0.5, 1.0, 3.0, 10.0):
        d = split_diag(k, J)
        assert abs(d - split_formula(tx, tz, J)) < 1e-11
        assert d <= 2 * min(J, abs(tz)) + 1e-11
        assert d >= previous - 1e-11
        previous = d
    assert np.allclose(np.linalg.eigvalsh(bloch(k, 1, J0)),
                       np.linalg.eigvalsh(bloch((-k[1], k[0]), -1, J0)))
    assert split_diag((k[0], k[0]), J0) < 1e-11

# Growth rate, sublattice polarization, limiting laws at K
e0K, txK, tzK = terms(*K)
aK = abs(tzK)


def polarization(k, s, J):
    """<tau_z> in the lower band, from the eigenvector."""
    v = np.linalg.eigh(bloch(k, s, J))[1][:, 0]
    return abs(v[0])**2 - abs(v[1])**2


for J in (0.1, 0.4, 1.0, 3.0):
    step = 1e-5
    slope = (split_diag(K, J + step) - split_diag(K, J - step)) / (2 * step)
    rate = ((J + aK) / np.hypot(txK, J + aK)
            - (J - aK) / np.hypot(txK, J - aK))
    assert abs(slope - rate) < 1e-7
    # lower-band energies change as s*<tau_z>; the splitting is their difference
    from_states = abs(polarization(K, 1, J) + polarization(K, -1, J))
    assert abs(slope - from_states) < 1e-7

small = split_diag(K, 1e-4) / 1e-4
assert abs(small / (2 * aK / np.hypot(txK, tzK)) - 1) < 1e-5
Jbig = 50.0
deficit = Jbig**2 * (1 - split_diag(K, Jbig) / (2 * aK))
assert abs(deficit / (txK**2 / 2) - 1) < 1e-3
for s in (1, -1):
    errors = []
    for J in (10.0, 20.0):
        low = np.linalg.eigvalsh(bloch(K, s, J))[0]
        approx = e0K - J - s * tzK - txK**2 / (2 * (J + s * tzK))
        errors.append(abs(low - approx))
    assert 6 < errors[0] / errors[1] < 10      # remainder falls as 1/J^3


# Exchange needed for a fraction f of the limiting splitting
def J_fraction(f, tx, tz):
    return f * np.sqrt(tz**2 + tx**2 / (1 - f**2))


for f in (0.3, 0.8, 0.95):
    root = brentq(lambda J: split_diag(K, J) - f * 2 * aK, 1e-6, 50,
                  xtol=1e-12)
    assert abs(root - J_fraction(f, txK, tzK)) < 1e-8

# Four-band matrices on a zone grid, with optional spin-orbit coupling
I2 = np.eye(2)
px = np.array([[0, 1], [1, 0]], complex)
py = np.array([[0, -1j], [1j, 0]])
pz = np.diag([1, -1]).astype(complex)
g = 2 * np.pi * np.arange(60) / 60
GX, GY = np.meshgrid(g, g)
_, TX, TZ = terms(GX, GY)


def grid_split(J, neel, soc_peak):
    soc = soc_peak * np.sin(GX / 2) * np.sin(GY / 2)
    h = (TX[..., None, None] * np.kron(px, I2)
         + TZ[..., None, None] * np.kron(pz, I2)
         + J * np.kron(pz, neel)
         + soc[..., None, None] * np.kron(py, pz))
    E = np.linalg.eigvalsh(h)
    return E[..., 1] - E[..., 0]


for J in (0.3, 0.6, 1.0, 3.0):
    bare = grid_split(J, pz, 0.0)
    assert np.allclose(bare, split_formula(TX, TZ, J), atol=1e-10)
    assert abs(bare.max() - 2 * min(J, 2 * abs(ta - tb))) < 1e-10
    assert abs(split_diag(X, J) - bare.max()) < 1e-10
bare = grid_split(J0, pz, 0.0)
soc_peak = 0.03
soc_out = abs(grid_split(J0, pz, soc_peak) - bare).max()
soc_in = abs(grid_split(J0, px, soc_peak) - bare).max()


# Explicit oxygen level a depth below V; each p orbital bridges one sublattice
def ligand_split(k, J, depth):
    V = np.sqrt(ta * depth)     # so that V^2/depth equals ta when J is ignored
    bands = []
    for s in (1, -1):
        h = np.diag([s * J, -s * J, -depth, -depth])
        h[0, 1] = h[1, 0] = terms(*k)[1]
        h[0, 2] = h[2, 0] = 2 * V * np.sin(k[0] / 2)
        h[1, 3] = h[3, 1] = 2 * V * np.sin(k[1] / 2)
        bands.append(np.linalg.eigvalsh(h)[2:])
    return abs(bands[0] - bands[1])


for k in (X, K):                # a very deep level restores the two-band model
    assert np.allclose(ligand_split(k, J0, 1e5), split_diag(k, J0), atol=1e-3)
depth = 4.5

T = 300.0
kT = k_boltzmann * T / charge
smear = 4 * np.arccosh(np.sqrt(2)) * kT     # full width at half maximum
fermi_slope = lambda E: 1 / (4 * np.cosh(E / (2 * kT))**2)
assert abs(fermi_slope(smear / 2) / fermi_slope(0.0) - 0.5) < 1e-10

print(f"t = {t:.2f} eV, ta = {ta:.2f} eV, tb = {tb:.2f} eV, J = {J0:.2f} eV")
print(f"K = (3pi/4, 0): e0 = {e0K:.4f} eV")
print(f"K: tx = {txK:.4f} eV, tz = {tzK:.4f} eV")
print(f"K: Splus = {np.hypot(txK, J0 + tzK):.4f} eV")
print(f"K: Sminus = {np.hypot(txK, J0 - tzK):.4f} eV")
print(f"K: limiting splitting 2|tz| = {2 * aK:.4f} eV")
print(f"X = (pi, 0): |tz| = {abs(terms(*X)[2]):.4f} eV")
print(f"X: limiting splitting = {2 * abs(terms(*X)[2]):.4f} eV")
print("J (eV) | D at K (eV) | D/limit at K | D at X (eV)")
for J in (0.1, 0.3, 0.6, 1.0, 2.0, 4.0):
    d = split_diag(K, J)
    print(f"{J:.1f} | {d:.4f} | {d / (2 * aK):.4f} | {split_diag(X, J):.4f}")
print("J (eV) | lower-band <tau_z> at K: spin up | spin down")
for J in (0.1, 0.6, 1.0, 4.0):
    print(f"{J:.1f} | {polarization(K, 1, J):.4f}"
          f" | {polarization(K, -1, J):.4f}")
print(f"K: small-J slope D/J = {small:.4f} (no unit)")
approx = 2 * aK * (1 - txK**2 / (2 * J0**2))
print(f"K: large-J formula at J = 1 eV: {approx:.4f} eV")
print(f"K: J for 95% of limit = {J_fraction(0.95, txK, tzK):.4f} eV")
print("Neglected effects, at J = 1 eV unless stated")
print(f"oxygen level depth = {depth:.1f} eV,"
      f" V-O hopping = {np.sqrt(ta * depth):.3f} eV")
for J in (1.0, 2.0):
    lo, hi = ligand_split(X, J, depth)
    print(f"with oxygen, X, J = {J:.1f} eV:"
          f" lower {lo:.3f} eV, upper {hi:.3f} eV")
print(f"spin-orbit peak = {1e3 * soc_peak:.0f} meV")
print(f"largest change of D, Neel out of plane: {1e3 * soc_out:.2f} meV")
print(f"largest change of D, Neel in plane: {1e3 * soc_in:.1f} meV")
Z = 0.5
print(f"band narrowing Z = {Z:.1f}: D at X = {Z * split_diag(X, J0):.3f} eV")
print(f"T = {T:.0f} K: kT = {1e3 * kT:.2f} meV,"
      f" Fermi width = {1e3 * smear:.1f} meV")
for J in (0.3, 1.0):
    lossK = 100 * (1 - split_diag(K, 0.8 * J) / split_diag(K, J))
    lossX = 100 * abs(1 - split_diag(X, 0.8 * J) / split_diag(X, J))
    print(f"J = {J:.1f} eV cut by 20%: D falls {lossK:.1f}% at K,"
          f" {lossX:.1f}% at X")
print("finished without a failed check")
```

Output:

```
t = 0.20 eV, ta = 0.30 eV, tb = 0.00 eV, J = 1.00 eV
K = (3pi/4, 0): e0 = -0.0879 eV
K: tx = -0.3061 eV, tz = 0.5121 eV
K: Splus = 1.5428 eV
K: Sminus = 0.5760 eV
K: limiting splitting 2|tz| = 1.0243 eV
X = (pi, 0): |tz| = 0.6000 eV
X: limiting splitting = 1.2000 eV
J (eV) | D at K (eV) | D/limit at K | D at X (eV)
0.1 | 0.1710 | 0.1670 | 0.2000
0.3 | 0.4955 | 0.4837 | 0.6000
0.6 | 0.8350 | 0.8152 | 1.2000
1.0 | 0.9668 | 0.9439 | 1.2000
2.0 | 1.0117 | 0.9877 | 1.2000
4.0 | 1.0212 | 0.9970 | 1.2000
J (eV) | lower-band <tau_z> at K: spin up | spin down
0.1 | -0.8944 | -0.8028
0.6 | -0.9641 | 0.2759
1.0 | -0.9801 | 0.8470
4.0 | -0.9977 | 0.9962
K: small-J slope D/J = 1.7167 (no unit)
K: large-J formula at J = 1 eV: 0.9763 eV
K: J for 95% of limit = 1.0508 eV
Neglected effects, at J = 1 eV unless stated
oxygen level depth = 4.5 eV, V-O hopping = 1.162 eV
with oxygen, X, J = 1.0 eV: lower 1.159 eV, upper 0.850 eV
with oxygen, X, J = 2.0 eV: lower 1.389 eV, upper 0.745 eV
spin-orbit peak = 30 meV
largest change of D, Neel out of plane: 0.15 meV
largest change of D, Neel in plane: 60.0 meV
band narrowing Z = 0.5: D at X = 0.600 eV
T = 300 K: kT = 25.85 meV, Fermi width = 91.1 meV
J = 0.3 eV cut by 20%: D falls 18.8% at K, 20.0% at X
J = 1.0 eV cut by 20%: D falls 4.1% at K, 0.0% at X
finished without a failed check
```
